# Carrier Mean Free Path in a Silicide from Density and Resistivity

## Problem

A low-resistivity contact silicide is modelled as a metal with free-carrier density $n=3\times10^{22}\ \mathrm{cm^{-3}}$ and resistivity $\rho=15\ \mathrm{\mu\Omega\,cm}$ at 300 K. The carriers occupy one spherical, parabolic band with two spin states per wavevector. They are strongly degenerate, and scattering is described by a transport relaxation time $\tau$. There is no magnetic field.

(a) Express the mean free path $l=v_F\tau$, where $v_F$ is the Fermi speed, through $n$ and $\rho$, without the effective mass.

(b) Evaluate it and judge whether semiclassical transport is justified.

(c) Find how the inferred path changes if the same carriers occupy several equal pockets, or one ellipsoidal pocket with a longitudinal-to-transverse mass ratio of 4.

(d) Estimate the effects of thermal smearing, of diffuse surfaces in a 30 nm film, and of operation at 400 K.

## Solution

### (a) From resistivity to path length

**Counting the states.** In a cubic box of side $L$ with periodic boundary conditions, each component of $\mathbf k$ is an integer multiple of $2\pi/L$. One allowed wavevector therefore occupies the volume $(2\pi/L)^3$. At zero temperature the carriers fill a sphere of radius $k_F$, with two spins at each point:

$$
N=2\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}
=\frac{L^3k_F^3}{3\pi^2}.
$$

Division by $L^3$ gives

$$
n=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}. \tag{1}
$$

The density alone fixes $k_F$; no mass has entered.

**The distribution in a field.** Let $e>0$, so that an electron has charge $-e$. A uniform field $E$ along $x$ changes its wavevector at the rate $\dot k_x=-eE/\hbar$. In a steady, uniform state the Boltzmann equation balances this drift against relaxation to the equilibrium distribution $f_0$:

$$
-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}
=-\frac{f-f_0}{\tau}. \tag{2}
$$

An electron now at $\mathbf k$ that last scattered a time $s$ ago started at $\mathbf k+eEs\,\hat{\mathbf x}/\hbar$. The probability density of that age is $e^{-s/\tau}/\tau$. This suggests

$$
f(\mathbf k)=\int_0^\infty\frac{ds}{\tau}\,e^{-s/\tau}
f_0\!\left(\mathbf k+\frac{eEs}{\hbar}\hat{\mathbf x}\right). \tag{3}
$$

To verify it, note that $(eE/\hbar)\,\partial/\partial k_x$ acting on the shifted $f_0$ equals $\partial/\partial s$. Integration by parts then gives

$$
\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}
=\left[\frac{e^{-s/\tau}}{\tau}f_0\right]_0^\infty
+\frac1\tau\int_0^\infty\frac{ds}{\tau}e^{-s/\tau}f_0
=\frac{f-f_0(\mathbf k)}{\tau},
$$

which is equation (2).

**The current.** The velocity in a parabolic band of mass $m$ is $v_x=\hbar k_x/m$, so

$$
J=-e\int\frac{2\,d^3k}{(2\pi)^3}\,\frac{\hbar k_x}{m}f(\mathbf k).
$$

Insert (3) and change variable to $\mathbf k'=\mathbf k+eEs\,\hat{\mathbf x}/\hbar$. Then $k_x=k'_x-eEs/\hbar$. The term in $k'_x$ vanishes because $f_0$ is even, and the integral of $f_0$ over states is $n$. What remains is

$$
J=-\frac{e\hbar n}{m}\int_0^\infty\frac{ds}{\tau}e^{-s/\tau}
\left(-\frac{eEs}{\hbar}\right)
=\frac{ne^2E}{m}\int_0^\infty\frac{s\,ds}{\tau}e^{-s/\tau}
=\frac{ne^2\tau}{m}E.
$$

The last integral is the mean age $\tau$. Both minus signs, one from the charge and one from the displacement, have cancelled. For holes of positive mass, replacing $-e$ by $+e$ leaves $e^2$ unchanged, and $n$ is then the hole density. Since $J=E/\rho$,

$$
\rho=\frac{m}{ne^2\tau},\qquad \tau=\frac{m}{ne^2\rho}. \tag{4}
$$

**Removing the mass.** With $v_F=\hbar k_F/m$,

$$
l=v_F\tau=\frac{\hbar k_F}{m}\,\frac{m}{ne^2\rho}
=\frac{\hbar k_F}{ne^2\rho}
=\frac{(3\pi^2)^{1/3}\hbar}{e^2\rho\,n^{2/3}}. \tag{5}
$$

A heavier carrier is slower, but at given $n$ and $\rho$ it must also have a longer relaxation time. The two changes cancel in the distance.

This cancellation needs degeneracy. In the opposite, classical limit the rms speed is $\sqrt{3k_BT/m}$. Multiplying it by $\tau$ from (4) gives a typical distance $\sqrt{3mk_BT}/(ne^2\rho)$, which still contains the mass. Equation (5) should therefore not be carried over to a lightly doped semiconductor.

### (b) The numerical value

In SI units, $n=3\times10^{28}\ \mathrm{m^{-3}}$ and $\rho=1.5\times10^{-7}\ \mathrm{\Omega\,m}$. Equation (1) gives

$$
k_F=(3\pi^2\times3\times10^{28})^{1/3}\ \mathrm{m^{-1}}
=9.613\times10^9\ \mathrm{m^{-1}}.
$$

Hence

$$
l=\frac{(1.055\times10^{-34})(9.613\times10^9)}
{(3\times10^{28})(1.602\times10^{-19})^2(1.5\times10^{-7})}\ \mathrm m
=8.78\times10^{-9}\ \mathrm m.
$$

The units agree: the numerator is in $\mathrm{J\,s\,m^{-1}}$ and the denominator in $\mathrm{C^2\,\Omega\,m^{-2}}=\mathrm{J\,s\,m^{-2}}$. The mean free path is **8.8 nm**, or 88 Å.

The semiclassical picture requires a path much longer than the carrier's wavelength. Here $k_Fl=84.4$. Equivalently, the lifetime broadening $\hbar/\tau=\hbar v_F/l$ is small compared with $E_F=\hbar v_Fk_F/2$:

$$
\frac{\hbar/\tau}{E_F}=\frac{2}{k_Fl}\approx0.024.
$$

Scattering blurs the Fermi energy by about 2%, so the description is reasonable. It would fail if $k_Fl$ approached one.

The mobility is also independent of an assumed mass: $1/(ne\rho)=13.9\ \mathrm{cm^2/Vs}$. Energy, speed and time do need one. For the free-electron mass they are $E_F=3.52$ eV, $v_F=1.11\times10^6$ m/s and $\tau=7.9$ fs. These three values illustrate the scale and are not predictions for a particular silicide.

The cancellation was tested by integrating the current of distribution (3) numerically at 300 K, with $l$ from (5) and masses of 0.5, 1 and 2 free-electron masses. The recovered resistivities were 15.000, 14.999 and 14.996 $\mathrm{\mu\Omega\,cm}$. The small drift has a thermal origin, identified in part (d).

For other inputs, (5) gives $l\propto n^{-2/3}\rho^{-1}$. For small errors,

$$
\frac{\delta l}{l}=-\frac23\frac{\delta n}{n}-\frac{\delta\rho}{\rho}.
$$

With $\rho$ held fixed, densities of $2\times10^{22}$ and $4\times10^{22}\ \mathrm{cm^{-3}}$ give 11.5 and 7.2 nm. An uncertain density thus matters more than the third digit of the result.

### (c) What the spherical band assumes

**Conductivity and Fermi-surface area.** To first order in the field, (2) gives

$$
f-f_0=\frac{eE\tau}{\hbar}\frac{\partial f_0}{\partial k_x}
=eE\tau v_x\frac{\partial f_0}{\partial\varepsilon},
$$

because $\partial\varepsilon/\partial k_x=\hbar v_x$. Multiplying by $-ev_x$ and summing over states yields

$$
\sigma_{xx}=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau v_x^2
\left(-\frac{\partial f_0}{\partial\varepsilon}\right). \tag{6}
$$

At low temperature the last factor becomes $\delta(\varepsilon-E_F)$, so $\tau$ matters at the Fermi surface. Let $\tau$ vary over that surface in such a way that $l=\tau|\mathbf v|$ is constant. Averaging the conductivity over the three axes replaces $v_x^2$ by $v^2/3$. A volume element between neighbouring energy surfaces is $d^3k=dS\,d\varepsilon/(\hbar v)$. Therefore

$$
\bar\sigma=\frac{e^2l}{3}\,\frac{2}{(2\pi)^3}
\int\frac{dS\,d\varepsilon}{\hbar v}\,v\,\delta(\varepsilon-E_F)
=\frac{e^2lS_F}{12\pi^3\hbar}, \tag{7}
$$

where $S_F$ is the total Fermi-surface area. For a sphere, $S_F=4\pi k_F^2$ gives $\bar\sigma=e^2lk_F^2/(3\pi^2\hbar)$. Replacing $k_F^2$ by $3\pi^2n/k_F$ recovers (5).

Resistivity thus determines the product $lS_F$. Density determines the enclosed volume, and the area follows once a shape is assumed.

**Equal pockets.** Let $N_p$ spherical pockets share the density equally. By (1), each has radius $k_FN_p^{-1/3}$. Their total area is

$$
S_F=N_p\,4\pi k_F^2N_p^{-2/3}=N_p^{1/3}\,4\pi k_F^2.
$$

At fixed $\rho$ and total $n$, (7) requires the path to fall by $N_p^{1/3}$. Two pockets give $8.78/2^{1/3}=6.97$ nm, and three give $8.78/3^{1/3}=6.08$ nm. More surface carries the current, so each carrier needs a shorter path to produce the same conductivity.

**One ellipsoid.** On a constant-energy surface, the semi-axis in direction $i$ is proportional to $\sqrt{m_i}$. A mass ratio of 4 gives semi-axes $a,a,c$ with $c/a=2$. The same density requires the same volume, $a^2c=k_F^3$, so $a=2^{-1/3}k_F$ and $c=2^{2/3}k_F$.

The distance of the surface from its long axis is $r(z)=a\sqrt{1-z^2/c^2}$, whence $rr'=-a^2z/c^2$. With $\eta^2=1-a^2/c^2$,

$$
r\sqrt{1+r'^2}=\sqrt{r^2+(rr')^2}
=a\sqrt{1-\eta^2z^2/c^2}.
$$

The area of revolution, using $\eta z/c=\sin\phi$, is

$$
S=4\pi a\int_0^c\sqrt{1-\frac{\eta^2z^2}{c^2}}\,dz
=\frac{4\pi ac}{\eta}\int_0^{\arcsin\eta}\cos^2\phi\,d\phi.
$$

Since $\int_0^{\phi_0}\cos^2\phi\,d\phi=(\phi_0+\sin\phi_0\cos\phi_0)/2$ and $\cos\phi_0=a/c$ here,

$$
S=2\pi a^2\left(1+\frac{c}{a\eta}\arcsin\eta\right).
$$

For $c/a=2$, $\eta=\sqrt3/2$ and $\arcsin\eta=\pi/3$. Relative to the sphere,

$$
\frac{S}{4\pi k_F^2}=\frac{2^{-2/3}}2
\left(1+\frac{2}{\sqrt3/2}\,\frac{\pi}{3}\right)=1.077.
$$

If $\rho$ denotes the inverse of the direction-averaged conductivity, the path is $8.78/1.077=8.15$ nm. For this directional average, a mass ratio of 4 changes the result by 7%, less than the 21% reduction from splitting the carriers between two pockets. The small change does not apply to a resistivity measured along one axis of the ellipsoid; that case needs the corresponding component of (6).

### (d) Temperature and surfaces

**Thermal smearing.** Keep $l$ and $n$ fixed. In a parabolic band the density of states is proportional to $\varepsilon^{1/2}$, and so is the speed. With $\tau v^2=lv$, the integrand in (6) is proportional to $\varepsilon(-\partial f_0/\partial\varepsilon)$. The derivative is symmetric about the chemical potential $\mu$, apart from an exponentially small cut at the band bottom. Hence $\sigma(T)/\sigma(0)=\mu/E_F$.

The fixed density determines $\mu$. Integration by parts gives

$$
\int_0^\infty\varepsilon^{1/2}f_0\,d\varepsilon
=\frac23\int_0^\infty\varepsilon^{3/2}
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon.
$$

Expand $\varepsilon^{3/2}$ about $\mu$. The linear term vanishes by symmetry. The quadratic term is $\frac38\mu^{-1/2}(\varepsilon-\mu)^2$, and the mean of $(\varepsilon-\mu)^2$ with weight $-\partial f_0/\partial\varepsilon$ is $\pi^2(k_BT)^2/3$. Equating the result to its zero-temperature value,

$$
\frac23\mu^{3/2}\left[1+\frac{\pi^2}{8}
\left(\frac{k_BT}{\mu}\right)^2\right]=\frac23E_F^{3/2}.
$$

Raising both sides to the power $2/3$ and keeping the leading correction,

$$
\frac{\sigma(T)}{\sigma(0)}=\frac{\mu}{E_F}
\approx1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2. \tag{8}
$$

For the free-electron mass, $k_BT/E_F=0.00734$ at 300 K, and the change is $-4.4\times10^{-5}$. Smearing is negligible here.

The bracket above also explains the drift in part (b). There $\mu$ was held at $E_F$, so the density and current rose by the fraction $(\pi^2/8)(k_BT/E_F)^2$. Doubling the mass halves $E_F$ and makes this fraction four times larger.

**A film with diffuse faces.** Let the film have thickness $d$, with current in its plane. A carrier leaving a diffuse face has no memory of its earlier drift. Let $u=|\cos\theta|$ measure its direction from the film normal. At distance $z$ from the face it came from, its past flight cannot exceed $z/u$. Its mean length is

$$
\int_0^{z/u}e^{-r/l}\,dr=l\left(1-e^{-z/(lu)}\right).
$$

Averaging the bracket over the thickness gives

$$
\frac1d\int_0^d\left(1-e^{-z/(lu)}\right)dz
=1-\frac{lu}{d}\left(1-e^{-d/(lu)}\right).
$$

A direction contributes to the current in proportion to the square of its in-plane component along the field. Its azimuthal average is $(1-u^2)/2$, and its average over the sphere is $1/3$. The film-to-bulk conductivity ratio is therefore

$$
F=\frac32\int_0^1(1-u^2)
\left[1-\frac{lu}{d}\left(1-e^{-d/(lu)}\right)\right]du. \tag{9}
$$

For $d\gg l$ the exponential can be dropped. Since $\int_0^1(1-u^2)du=2/3$ and $\int_0^1(u-u^3)du=1/4$,

$$
F\approx1-\frac{3l}{8d}. \tag{10}
$$

There are two different questions for a 30 nm film. If 15 $\mathrm{\mu\Omega\,cm}$ is the bulk value, then $l=8.78$ nm and (9) gives $F=0.891$; (10) gives 0.890. The film resistivity is $15/0.891=16.8\ \mathrm{\mu\Omega\,cm}$.

If 15 $\mathrm{\mu\Omega\,cm}$ was measured on the film itself, 8.78 nm is an apparent path, shortened by the faces. The bulk path $l_b$ satisfies $l_bF(d/l_b)=8.78$ nm. With (10) and lengths in nm,

$$
l_b-\frac{l_b^2}{80}=8.78,
$$

whose smaller root is about 10.0. The full expression (9) gives 10.02 nm. As a test, two million random flights with this bulk path, cut off at the faces, gave an apparent path of 8.79 nm, within 0.02 nm of the required value.

**Use at 400 K.** The calculated path belongs to the temperature at which $\rho$ was measured. Suppose $n$ is fixed and a fraction $q$ of the 300 K resistivity is proportional to $T$, while the rest is constant. Then

$$
\frac{\rho(400\ \mathrm K)}{\rho(300\ \mathrm K)}
=(1-q)+\frac43q=1+\frac q3.
$$

For $q=1$ the path falls to $8.78\times3/4=6.58$ nm. Any constant part, for instance from defects, makes the fall smaller. Within this resistivity law, the path at 400 K lies between 6.58 and 8.78 nm. The lower value is not a strict bound for a real metal: phonon resistivity that has not yet reached its high-temperature linear regime rises faster than in proportion to $T$, so the path can fall below 6.58 nm when the constant part is small.

### Relation to a real silicide

The inputs are rough typical values for cobalt disilicide near room temperature, a metallic silicide used in contacts. Its Fermi surface is not a single free-electron sphere, so 8.8 nm is an effective length inferred from two transport parameters. The pocket model shows how strongly this assumption can matter: three equal pockets would lower the value to 6.1 nm. Equal sharing is the extreme case for three spherical pockets; unequal ones have less total area and lower the value by less. Diffuse faces act in the other direction, raising the inferred bulk path to 10.0 nm if the resistivity came from a 30 nm film. Equation (9) assumes a uniform thickness and fully diffuse faces. Partly specular faces would make the correction smaller, while thickness variations along the current path and grain boundaries can add resistance not included there.

The density also needs care if it comes from a Hall measurement. Electrons and holes contribute to the Hall voltage with opposite signs, so when both are present a one-carrier reading need not give the density required here. For these reasons "of order 10 nm" is a fair statement of the length scale in the real material, while 8.8 nm is the value for the stated spherical model. The numerical output below lists the calculated values.

## Calculated quantities

```
Carrier density: 3.00e+22 cm^-3
Resistivity: 15.00 microohm cm
Fermi wavevector: 9.613 nm^-1
Mean free path: 8.776 nm
Mean free path: 87.76 angstrom
kF times path: 84.4 (no unit)
Mobility: 13.87 cm^2/Vs
Fermi energy, free-electron mass: 3.521 eV
Fermi speed, free-electron mass: 1.113e+06 m/s
Relaxation time, free-electron mass: 7.886 fs
State count, kF formula / counted radius: 1.00013
Recovered resistivity, mass 0.5 m_e: 15.000 microohm cm
Recovered resistivity, mass 1.0 m_e: 14.999 microohm cm
Recovered resistivity, mass 2.0 m_e: 14.996 microohm cm
Path at density 2.0e+22 cm^-3: 11.50 nm
Path at density 4.0e+22 cm^-3: 7.24 nm
Path for 2 equal pockets: 6.97 nm
Path for 3 equal pockets: 6.08 nm
Ellipsoid mass ratio: 4.0 (no unit)
Ellipsoid area / sphere area: 1.0767
Path for ellipsoid: 8.15 nm
Temperature: 300 K
Thermal energy / Fermi energy: 0.00734
Thermal conductivity-change fraction (electrical): -4.44e-05
Same change from low-temperature formula: -4.43e-05
Film thickness: 30.0 nm
Film / bulk conductivity, bulk path as above: 0.8909
Same ratio, thick-film formula: 0.8903
Film resistivity if input is bulk: 16.84 microohm cm
Bulk path if input is film resistivity: 10.02 nm
Apparent path from random flights: 8.79 nm
Hot temperature: 400 K
Hot path if all resistivity scales as T: 6.58 nm
```
